# Why counterpoise corrections of atom-transfer transition states depend on the fragments

## Definitions and conventions

Consider the transfer of an atom or group B,

\[
\mathrm{A}+\mathrm{BC}\;\longrightarrow\;\mathrm{AB}+\mathrm{C},
\]

and hold the nuclei at the transition-state geometry \(X\). The one-electron basis consists of functions centred on the atoms. Let \(E(F|S)\) be the energy of fragment \(F\), with its atoms where they are in \(X\), computed with the functions centred on the set \(S\). Atoms in \(S\) but not in \(F\) contribute functions, but no nuclear charge and no electrons. They are called ghost atoms.

A partition \(\pi\) divides ABC into fragments. Its counterpoise correction is

\[
\delta_\pi=\sum_{F\in\pi}\left[E(F|F)-E(F|\mathrm{ABC})\right],
\]

and the corrected energy of the complex is \(E(\mathrm{ABC}|\mathrm{ABC})+\delta_\pi\). A positive \(\delta_\pi\) raises the complex. The purpose is to remove basis-set superposition error: in the complex a fragment can use its neighbours' functions to repair its own incomplete basis, and the energy gained looks like binding.

Two partitions suggest themselves:

- reactant-like, \(R=\{\mathrm{A},\mathrm{BC}\}\);
- product-like, \(Q=\{\mathrm{AB},\mathrm{C}\}\).

The charge, spin and electronic state of every fragment belong to the definition. Geometry, basis and method are the same for both partitions. Relaxation of the fragments is a separate energy and does not enter \(\delta_\pi\).

## Why the two corrections differ

Written out, the corrections are

\[
\delta_R=E(\mathrm A|\mathrm A)+E(\mathrm{BC}|\mathrm{BC})-E(\mathrm A|\mathrm{ABC})-E(\mathrm{BC}|\mathrm{ABC}),
\]

\[
\delta_Q=E(\mathrm{AB}|\mathrm{AB})+E(\mathrm C|\mathrm C)-E(\mathrm{AB}|\mathrm{ABC})-E(\mathrm C|\mathrm{ABC}).
\]

Subtract the second from the first, and collect own-basis and full-basis energies separately:

\[
\begin{aligned}
\delta_R-\delta_Q={}&-\left[E(\mathrm{AB}|\mathrm{AB})+E(\mathrm C|\mathrm C)-E(\mathrm A|\mathrm A)-E(\mathrm{BC}|\mathrm{BC})\right]\\
&+\left[E(\mathrm{AB}|\mathrm{ABC})+E(\mathrm C|\mathrm{ABC})-E(\mathrm A|\mathrm{ABC})-E(\mathrm{BC}|\mathrm{ABC})\right].
\end{aligned}
\]

Each bracket has the form products minus reactants. Define the frozen-fragment reaction energy

\[
D=E(\mathrm{AB})+E(\mathrm C)-E(\mathrm A)-E(\mathrm{BC}).
\]

Then

\[
\boxed{\delta_R-\delta_Q=D_{\rm full}-D_{\rm own}}
\]

The energy of the whole complex does not appear, because it is the same for both partitions. The ambiguity is the change in a reaction energy between separate fragments when each is given the full basis instead of its own. A finite basis generally describes reactants and products with unequal errors, so this change is generally not zero.

The physical origin is the double role of B. In \(R\), atom A is a fragment by itself, and any use it makes of B's functions counts as an error to be removed. In \(Q\), the same functions belong to the fragment AB, and their use counts as part of a proper description of the A–B bond. For C and B the roles are interchanged. At a transition state B is partly bonded to both neighbours, and the counterpoise definition contains no rule that assigns it to one of them.

## The same difference as two bond errors

A third partition, into the atoms or groups A, B and C, shows which bond is responsible. Call its correction \(\delta_{\rm at}\), and define the binding energy of a frozen pair as

\[
U_{\mathrm{BC}}=E(\mathrm B)+E(\mathrm C)-E(\mathrm{BC}).
\]

The terms for A are the same in \(\delta_{\rm at}\) and \(\delta_R\), and cancel:

\[
\begin{aligned}
\delta_{\rm at}-\delta_R={}&\left[E(\mathrm B|\mathrm B)+E(\mathrm C|\mathrm C)-E(\mathrm{BC}|\mathrm{BC})\right]\\
&-\left[E(\mathrm B|\mathrm{ABC})+E(\mathrm C|\mathrm{ABC})-E(\mathrm{BC}|\mathrm{ABC})\right]\\
={}&U_{\mathrm{BC}}^{\rm own}-U_{\mathrm{BC}}^{\rm full}\equiv\Delta U_{\mathrm{BC}}.
\end{aligned}
\]

In the same way the terms for C cancel in \(\delta_{\rm at}-\delta_Q=\Delta U_{\mathrm{AB}}\). Subtracting the two relations gives

\[
\delta_R-\delta_Q=\Delta U_{\mathrm{AB}}-\Delta U_{\mathrm{BC}}.
\]

The partitions agree when the basis errors of the two competing bonds are equal. Making both errors small is sufficient, but equality alone is enough.

## When the ambiguity disappears

**Symmetry.** Let A and C be identical and let \(X\) have a reflection that exchanges them. If the fragment states are also exchanged, then \(E(\mathrm A|S)=E(\mathrm C|S')\) and \(E(\mathrm{BC}|S)=E(\mathrm{AB}|S')\), where \(S'\) is the reflected set. Every term of \(\delta_R\) has an equal partner in \(\delta_Q\), so \(\delta_R=\delta_Q\). For linear H–H–H with both distances 0.093 nm, separate UMP2/cc-pVDZ evaluations of the two corrections agree to the printed 0.0001 meV. With distances of 0.085 and 0.105 nm they differ by 4.1 meV. Identical atoms alone are therefore not sufficient. A symmetric geometry with exchanged fragment states guarantees agreement. The argument does not exclude accidental agreement at an unsymmetrical geometry.

**Complete basis.** If the functions on a fragment already form a complete set, ghost functions add nothing and \(E(F|\mathrm{ABC})=E(F|F)\). Both corrections then vanish. For a variational minimum, as in Hartree–Fock theory, enlarging the basis cannot raise the energy, so \(\delta_R\ge0\) and \(\delta_Q\ge0\). The difference of two non-negative numbers cannot exceed the larger of them:

\[
|\delta_R-\delta_Q|\le\max(\delta_R,\delta_Q).
\]

Small corrections thus guarantee a small ambiguity. Perturbation and coupled-cluster energies carry no general guarantee of sign, although all the corrections found below are positive.

**Cancellation.** The two bond errors may also be equal by accident. Agreement between the partitions in one basis is therefore not proof that the basis is adequate.

## Each partition has its proper zero in one valley

Move A far away from BC. Its functions no longer help BC, nor do those of BC help A, so \(\delta_R\to0\). The fragment AB of the other partition is now a pair of distant atoms. For a size-consistent method that describes this separated pair correctly,

\[
E(\mathrm{AB}|\mathrm{AB})\to E(\mathrm A|\mathrm A)+E(\mathrm B|\mathrm B),
\]

\[
E(\mathrm{AB}|\mathrm{ABC})\to E(\mathrm A|\mathrm A)+E(\mathrm B|\mathrm{BC}),\qquad
E(\mathrm C|\mathrm{ABC})\to E(\mathrm C|\mathrm{BC}).
\]

On insertion into \(\delta_Q\) the energy of A cancels:

\[
\delta_Q\to E(\mathrm B|\mathrm B)+E(\mathrm C|\mathrm C)-E(\mathrm B|\mathrm{BC})-E(\mathrm C|\mathrm{BC}).
\]

This is the correction for assembling BC from B and C. In the product valley, by the same argument with A and C exchanged, \(\delta_Q\to0\), and \(\delta_R\) tends to the correction for assembling AB.

A corrected barrier therefore needs a statement of its zero. If one partition is kept along the whole path, the forward and reverse barriers are

\[
V_f(\pi)=V_f+\delta_\pi(X)-\delta_\pi(\text{reactants}),
\]

\[
V_r(\pi)=V_r+\delta_\pi(X)-\delta_\pi(\text{products}),
\]

where \(V_f\) and \(V_r\) are uncorrected. Their difference is the reaction energy \(\Delta E=V_f-V_r\) plus \(\delta_\pi(\text{products})-\delta_\pi(\text{reactants})\). That is a definite corrected reaction energy, so one partition used throughout is thermodynamically consistent with itself.

It is tempting instead to correct the forward barrier with \(R\) and the reverse barrier with \(Q\), because each correction then vanishes for its own separated molecules. But this gives the single transition state two energies:

\[
V_f(R)-V_r(Q)=\left[V_f+\delta_R(X)\right]-\left[V_r+\delta_Q(X)\right]=\Delta E+\delta_R(X)-\delta_Q(X).
\]

With all other factors in the rate constants held fixed, their ratio is then inconsistent with the equilibrium constant based on \(\Delta E\), by a factor \(\exp(|\delta_R-\delta_Q|/kT)\).

## How large: a phosphorus atom and hydrogen

The example is

\[
\mathrm P\,(\text{quartet})+\mathrm H_2\;\longrightarrow\;\mathrm{PH}\,(\text{triplet})+\mathrm H
\]

on the collinear quartet surface. Here A is P, B is the transferred hydrogen and C is the leaving hydrogen. The saddle was located with UMP2/cc-pVDZ, and this geometry is used for every method and basis. The phosphorus 1s, 2s and 2p electrons are not correlated. At the saddle the H2 fragment is a singlet with a restricted reference. Where a fragment becomes a pair of atoms about 1 nm apart, as in the two valleys, the pair is coupled to high spin instead: the coupling energy is negligible at that distance, and a restricted singlet would not separate correctly. The reactant-like correction to the reverse barrier, given below, therefore combines two different spin states of the H–H fragment.

At the saddle the P–H distance is 0.148 nm, against 0.143 nm in free PH. The H–H distance is 0.141 nm, against 0.075 nm in free H2. The new bond is nearly formed and the old one is greatly stretched: this is a late, product-like saddle.

The corrections, in meV, are as follows. DZ and TZ stand for cc-pVDZ and cc-pVTZ.

| Method | \(\delta_R\) | \(\delta_Q\) | Difference |
|---|---:|---:|---:|
| UHF/DZ | 18.4 | 3.0 | 15.4 |
| UMP2/DZ | 55.9 | 5.5 | 50.4 |
| UCCSD(T)/DZ | 53.6 | 6.2 | 47.4 |
| UHF/TZ | 5.8 | 0.5 | 5.3 |
| UMP2/TZ | 27.1 | 3.4 | 23.7 |

With the restricted reference for the stretched H2, the cc-pVDZ ambiguity at the correlated levels is about three times the Hartree–Fock value. This reference is not the lowest Hartree–Fock solution at 0.141 nm. With the lower, spin-unrestricted solution for H2, the Hartree–Fock ambiguity falls to 6.5 meV, while the UMP2 value changes only to about 47 meV. A small ambiguity at Hartree–Fock level is therefore no assurance for a correlated barrier.

The UCCSD(T)/DZ values can be traced to the fragments. Ghost functions lower P by 44.60 meV and the stretched H2 by 9.04 meV, which gives \(\delta_R=53.64\) meV. They lower PH by 5.83 meV and the leaving H by 0.37 meV, which gives \(\delta_Q=6.2\) meV. The frozen reaction energy is \(-0.73736\) eV in the own bases and \(-0.68992\) eV in the full basis, so

\[
D_{\rm full}-D_{\rm own}=0.04744\ \mathrm{eV}=47.4\ \mathrm{meV}.
\]

\(D\) is negative, although the reaction between relaxed molecules costs 1.707 eV, because the frozen H2 already carries the energy of its stretched bond.

The largest single term is the lowering of the P atom. At UMP2/DZ level, the functions of the transferred hydrogen alone produce 88% of it. These are the functions that change status: they are ghosts for P in the reactant-like partition and the fragment's own in the product-like one.

The atomic partition confirms which bond matters. Its correction is \(\delta_{\rm at}=45.34\) meV at UCCSD(T)/DZ level, hence

\[
\Delta U_{\mathrm{PH}}=45.34-6.21=39.13\ \mathrm{meV},\qquad
\Delta U_{\mathrm{H_2}}=45.34-53.64=-8.30\ \mathrm{meV}.
\]

Their difference is \(39.13+8.30=47.43\) meV, the ambiguity again to within rounding. Most of it is the basis error of the P–H bond. The H–H error has the opposite sign and adds to it. The atomic correction lies between the other two here, but it is not an upper limit to them: the stretched H2 gains more from ghost functions than its two separate atoms do.

## What this does to the barriers

With the separated reactants left uncorrected, the UCCSD(T)/DZ forward barriers at the UMP2 saddle geometry are

- uncorrected: 1.762 eV;
- reactant-like: \(1.7621+0.0536=1.816\) eV;
- product-like: \(1.7621+0.0062=1.768\) eV.

With the atomic correction applied to the saddle and to free H2 alike, the barrier is 1.807 eV. The difference between the reactant-like and product-like values is 2.7% of the uncorrected forward barrier. The uncorrected reverse barrier at this geometry is only 0.055 eV, and the same 0.047 eV is 86% of it. A local quadratic estimate places the saddle of the UCCSD(T) surface itself about 0.01 eV higher, so the percentage is approximate, but the ambiguity remains comparable to the barrier. The reverse barrier itself depends on method and basis: UMP2/cc-pVDZ gives 0.115 eV, and at CCSD level the step from cc-pVDZ to cc-pVTZ lowers it by about 0.015 eV. At UCCSD(T) level the same step lowers the reverse barrier from 0.055 to about 0.032 eV and the forward barrier from 1.762 to about 1.693 eV, so neither barrier is converged with respect to the basis. An ambiguity that looks harmless for the endothermic direction can thus be comparable to the barrier in the other.

At 900 K, \(kT=77.6\) meV. With equal prefactors, the two partitions give forward rates that differ by

\[
\exp(47.44/77.56)=1.84.
\]

This is also the inconsistency factor of the mixed recipe. That recipe gives \(1.8157-0.0613=1.754\) eV for the reaction energy, whereas the separated molecules at the same level give 1.707 eV. The latter value is not converged with respect to the basis: at CCSD level the step from cc-pVDZ to cc-pVTZ lowers it by about 0.05 eV.

The choice of zero matters unequally in the two valleys. With P at 1 nm from H2, the product-like correction is 0.012 meV, equal to the correction for building H2 from atoms. It makes no practical difference to the forward barrier. With H at 1 nm from PH, the reactant-like correction is 39.8 meV at UMP2/DZ level. If each partition is measured from its own zero, the UMP2/DZ changes are then:

- reactant-like: forward \(+55.9\) meV, reverse \(55.9-39.8=+16.1\) meV;
- product-like: forward \(+5.5\) meV, reverse \(+5.5\) meV.

A consistent zero thus reduces the disagreement over the reverse barrier from 50.4 to 10.6 meV. The last figure depends on the reference for the stretched H2: with the unrestricted solution at the saddle it is about 7.5 meV. The disagreement over the forward barrier remains about 50 meV, because the partitions also imply reaction energies that differ by 39.8 meV.

## A correction does not complete the basis

The late geometry seems to favour the product-like partition, and its correction is indeed the smaller. But neither resemblance nor smallness shows that the corrected barrier is closer to the complete-basis value.

The UMP2 barriers make this concrete. The uncorrected value falls from 1.757 eV in cc-pVDZ to 1.735 eV in cc-pVTZ, a change of \(-22\) meV. Both corrections raise the cc-pVDZ barrier, to 1.762 eV with \(Q\) and 1.813 eV with \(R\), and so move it away from the uncorrected cc-pVTZ result. The interval between the two corrected values does not contain that result. It should not be read as an error bar, and its midpoint has no special standing.

This is possible because counterpoise treats only the functions that fragments lend one another. It does not supply functions missing from the whole complex. The cc-pVTZ values are not the complete-basis limit either: a 24 meV ambiguity remains there.

## The example beside the real process

A temperature near 900 K is a rough value for growing phosphide semiconductors in hydrogen carrier gas. Atomic phosphorus is a minor gas species there, and the reaction serves as a small model of hydrogen transfer, not as the main route of precursor decomposition. Surfaces and other phosphorus species are absent, so the barriers must not be used as growth activation energies.

The neglected effects differ widely in size. The largest of those estimated here is the zero-point energy, which lowers the forward barrier by about 117 meV. Taken alone, this multiplies the forward rate by \(\exp(117/77.6)\approx4.5\); a full rate constant also needs thermal partition functions. The leading Wigner tunnelling factor is 1.07. It is only a rough size, because the 104 meV quantum of the unstable mode exceeds the 55 meV UCCSD(T) barrier seen from the product side. Replacing UMP2 by UCCSD(T) in cc-pVDZ raises the forward barrier by 5 meV at the fixed geometry, but lowers the reverse barrier by 60 meV. The 5 meV is specific to this basis: in cc-pVTZ the same replacement lowers the forward barrier by about 42 meV. The step from cc-pVDZ to cc-pVTZ lowers the UCCSD(T) forward barrier by about 70 meV, more than the ambiguity itself. Moving to the UCCSD(T) saddle would raise both by roughly 10 meV. The UHF reference at the saddle has \(\langle S^2\rangle=3.78\), against 3.75 for a pure quartet, so spin contamination is slight. Core correlation, relativity and higher excitations are left out.

## What to do about it

1. **State the convention.** Give the partition, the spin and charge of each fragment, and the zero from which the barrier is measured. Without these a "counterpoise-corrected barrier" is not a defined number.

2. **Compute both corrections in the basis intended for production.** Compare their difference with \(kT\) and with the smaller of the two barriers. If it matters on either scale, the basis is too small for the purpose.

3. **Enlarge the basis before choosing a partition.** Here the step to cc-pVTZ roughly halves the UMP2 ambiguity, from 50 to 24 meV. This one step does not show that every enlargement helps, and diffuse functions alone do not help here: aug-cc-pVDZ leaves the UMP2 ambiguity at about 50 meV while lowering the uncorrected forward barrier by about 60 meV. Check that the ambiguity really falls. Follow the uncorrected barrier as well, since it reveals errors that counterpoise cannot see.

4. **Do not change partition along a path.** A switch at the saddle introduces a step of size \(|\delta_R-\delta_Q|\) in the energy and spoils the balance between forward and reverse rates.

5. **If one common zero is needed, correct every species relative to the same atoms.** This treats reactants, saddle and products alike. It remains a convention: it also corrects ordinary chemical bonds, requires well-defined atomic states, and leaves the other basis errors in place.

6. **If the geometry is optimized on a corrected surface, name the partition there too.** A stationary point then satisfies \(\nabla E=-\nabla\delta_\pi\), so different partitions generally give different saddles. The numbers above exclude this effect, since all refer to one geometry.

Most of the computed values quoted above are listed in the numerical output that follows. The ambiguities with unrestricted H2, the estimated shift to the UCCSD(T) saddle, the UMP2 reverse barrier, the coupled-cluster values in cc-pVTZ and the aug-cc-pVDZ values are not included there.

## Computed values

```
P + H2 -> PH + H, collinear quartet saddle, UMP2/cc-pVDZ
saddle P-H, H-H lengths: 0.1481, 0.1413 nm
free H2, PH lengths: 0.0754, 0.1434 nm
Corrections in meV: reactant-like, product-like, difference
  UHF/DZ: 18.41, 3.02, 15.39
  UMP2/DZ: 55.89, 5.52, 50.37
  UCCSD(T)/DZ: 53.64, 6.21, 47.44
  UHF/TZ: 5.81, 0.53, 5.28
  UMP2/TZ: 27.13, 3.40, 23.73
Fragment lowerings, UCCSD(T)/DZ, meV
  P: 44.60
  H2: 9.04
  PH: 5.83
  leaving H: 0.37
  transferred H: 0.36
frozen reaction energy, own bases: -0.73736 eV
frozen reaction energy, full basis: -0.68992 eV
P lowering from transferred-H functions alone: 88 % (UMP2/DZ)
leaving-H lowering from the same functions: 8 %
Electronic forward barrier, UCCSD(T)/DZ, eV
  uncorrected: 1.7621
  reactant-like: 1.8157
  product-like, bare reactants: 1.7683
  product-like, its own asymptote: 1.7683
  atomic, saddle and H2 alike: 1.8074
atomic correction, saddle: 45.34 meV
atomic correction, free H2: 0.0118 meV
reverse barrier, uncorrected: 0.0551 eV
reverse barrier, product-like: 0.0613 eV
reaction energy, uncorrected: 1.7070 eV
P 1 nm from H2, reactant-like (UMP2/DZ): 0.0000 meV
P 1 nm from H2, product-like (UHF/DZ): 0.0118 meV
H 1 nm from PH, reactant-like (UMP2/DZ): 39.7826 meV
H 1 nm from PH, product-like (UMP2/DZ): 0.0000 meV
H3 0.093/0.093 nm, difference: 0.0000 meV
H3 0.085/0.105 nm, difference: 4.0593 meV
temperature, kT: 900 K, 77.56 meV
rate-ratio inconsistency factor, UCCSD(T)/DZ: 1.843
Neglected or approximate effects
  UMP2 forward barrier DZ, TZ: 1.7568, 1.7350 eV
  UCCSD(T) minus UMP2 barrier, DZ: 5.3 meV
  saddle <S^2>, UHF/DZ (pure quartet 3.75): 3.779
  energy rise on bending by 8 degrees: 3.18 meV
  saddle quanta, real stretch and bend: 209, 57 meV
  imaginary-mode quantum: 104 meV
  zero-point change of barrier: -117 meV
  Wigner tunnelling factor: 1.07
```
